# Why graphite on nickel (111) filters spin, and how strongly

If a graphite spacer between nickel electrodes is judged by nickel's total density of states, the estimate goes wrong in two ways. It counts majority electrons that thick graphite cannot carry, and it suggests that extra non-magnetic layers merely add resistance. In a clean, aligned stack, added layers instead remove one spin. The reason is where in the surface Brillouin zone each material has states.

## What must match

Consider Ni(111)|graphite|Ni(111) with a common in-plane lattice constant $a$, no rotation, no disorder and no spin-orbit coupling. The in-plane wave vector $\mathbf k$ and the spin $s$ are then conserved. With parallel magnetizations, the low-bias conductance per surface cell is

$$G=\frac{e^2}{h}\sum_s \bar T_s,\qquad \bar T_s=\langle T_s(\mathbf k)\rangle_{\rm zone}.$$

Let $M_s(\mathbf k)$ be the number of nickel Bloch waves at the Fermi energy that travel towards the graphite. If $t$ is the matrix of transmission amplitudes between flux-normalized waves, $T_s=\mathrm{Tr}\,tt^\dagger$. Flux conservation keeps each eigenvalue of $tt^\dagger$ between 0 and 1, and there are at most $M_s$ non-zero ones. Hence

$$0\le T_s(\mathbf k)\le M_s(\mathbf k).$$

Where $M_s=0$, that spin carries nothing. Where $M_s>0$, it may carry current, but the amount depends on the interface. Projected bands therefore prove blocking and only permit transmission.

Graphite's Fermi states lie near $K$, at distance $4\pi/(3a)$ from the zone centre. For $a=0.249$ nm this is 16.82 nm$^{-1}$. The question is what nickel offers there.

## Nickel at K

The model has one s and five d orbitals per nickel atom and nearest-neighbour hops. All energies are measured from the Fermi energy. The parameters are round, rough values in the regime of nickel: $\varepsilon_s=-0.5$ eV, $V_{ss\sigma}=-0.8$ eV, $V_{sd\sigma}=-0.3$ eV, and $V_{dd\sigma},V_{dd\pi},V_{dd\delta}=-0.5,\,0.25,\,0$ eV. Exchange places the d level at $-1.1$ eV for minority and $-1.8$ eV for majority spin.

**The s band.** An atom has three neighbours in the next layer. At $K$ their phases are $1,\omega,\omega^2$ with $\omega=e^{2\pi i/3}$, and they sum to zero. Before s-d mixing, an s electron at $K$ therefore cannot hop between layers. The six in-plane neighbours contribute

$$2\cos\frac{4\pi}{3}+4\cos\frac{2\pi}{3}=-1-2=-3,$$

so the band is flat along the normal, at

$$\varepsilon_s-3V_{ss\sigma}=-0.5+2.4=1.9\ \text{eV}.$$

It is far above the Fermi energy for both spins.

**The d bands.** The d hops depend on bond direction, so the three phases no longer cancel. One energy follows in closed form. In cubic axes with cubic constant $\sqrt2a$, take $K$ along $[1\bar10]$ with zero normal wave vector. The phases for half a cubic constant along $x,y,z$ are $2\pi/3,-2\pi/3,0$. The orbitals $xz$ and $yz$ are odd under $z\to-z$, while s, $xy$ and the two remaining d orbitals are even. The odd pair therefore forms its own $2\times2$ problem.

Resolve $xz$ along each bond:

- For a bond in the $xz$ plane, its amplitude on the σ orbital is $\sqrt3\,n_xn_z=\pm\sqrt3/2$. The rest is δ, so the hop is $\tfrac34V_\sigma+\tfrac14V_\delta$.
- For a bond in either other plane, it is half π and half δ, so the hop is $\tfrac12(V_\pi+V_\delta)$.

Here $V_\sigma$ abbreviates $V_{dd\sigma}$, and so on. The four bonds in each plane have phase sums

$$xz:\ 4\left(-\tfrac12\right)(1)=-2,\quad xy:\ 4\left(-\tfrac12\right)^2=1,\quad yz:\ -2.$$

The diagonal term is therefore

$$D=-2\left(\tfrac34V_\sigma+\tfrac14V_\delta\right)+(1-2)\tfrac12(V_\pi+V_\delta)
=-\tfrac32V_\sigma-\tfrac12V_\pi-V_\delta .$$

By symmetry it is the same for $yz$. The two orbitals are coupled by bonds in the $xy$ plane, with strength $+\tfrac12(V_\pi-V_\delta)$ for $\pm(1,1,0)$ and the opposite sign for $\pm(1,-1,0)$. The phase sums of these pairs are $2\cos0=2$ and $2\cos(4\pi/3)=-1$, so the coupling is

$$F=\tfrac12(V_\pi-V_\delta)[2-(-1)]=\tfrac32(V_\pi-V_\delta).$$

The combination $(xz+yz)/\sqrt2$ has energy

$$\varepsilon_d+D+F=\varepsilon_d-\tfrac32V_\sigma+V_\pi-\tfrac52V_\delta=\varepsilon_d+1.00\ \text{eV}.$$

For minority spin this is $-0.10$ eV. Diagonalization along the normal shows that it is the bottom of a band reaching $+0.17$ eV, so the band crosses the Fermi energy. For majority spin the same state lies at $-0.80$ eV, and the full model has a gap at $K$ from $-0.53$ to $2.05$ eV. Exchange thus decides which spin has a channel at $K$.

The crossings come in threes. A 120° rotation takes $K$ to an equivalent point, but the stacking shift changes the phase per layer by $2\pi/3$. Energies at $K$ therefore repeat three times over the full range of that phase.

## How small graphite's target is

In Bernal graphite, α atoms have vertical neighbours in adjacent layers and β atoms do not. Let $\gamma_0=3.0$ eV be the in-plane hop, $\gamma_1=0.4$ eV the α-α hop between layers, and $\varepsilon=0.1$ eV the Fermi energy above the carbon level. With $f$ the sum of the three in-plane bond phases, replaced by $f^*$ in alternate layers,

$$\varepsilon\alpha_n=\gamma_0f_n\beta_n+\gamma_1(\alpha_{n+1}+\alpha_{n-1}),\qquad
\varepsilon\beta_n=\gamma_0f_n^*\alpha_n .$$

Put $\beta_n=\gamma_0f_n^*\alpha_n/\varepsilon$ into the first equation and take $\alpha_n\propto e^{in\theta}$:

$$\varepsilon-\frac{\gamma_0^2|f|^2}{\varepsilon}=2\gamma_1\cos\theta .$$

A travelling wave needs real $\theta$. The largest $|f|$ occurs at $\cos\theta=-1$, which gives

$$\gamma_0|f|_{\max}=\sqrt{\varepsilon(\varepsilon+2\gamma_1)} .$$

For $0<\varepsilon<2\gamma_1$, all smaller $|f|$ are allowed too, so the pocket is filled down to $K$. At a small distance $q$ from $K$, the constant part of $f$ cancels. The linear part is a sum of three bond projections, each of length scale $a/\sqrt3$, with phases $1,\omega,\omega^2$; this sum has modulus $\tfrac32(a/\sqrt3)q$. Thus $|f|\simeq(\sqrt3/2)aq$, and

$$q_p=\frac{\sqrt{\varepsilon(\varepsilon+2\gamma_1)}}{(\sqrt3/2)\gamma_0a}
=\frac{\sqrt{0.1\times0.9}\ \text{eV}}{0.647\ \text{eV nm}}=0.464\ \text{nm}^{-1}.$$

Diagonalizing bulk graphite along the line towards the zone centre gives 0.456 nm$^{-1}$. The next term of $|f|$ on that line is $+q^2a^2/8$, which raises $|f|$ by 1.7% at this radius and accounts for the smaller pocket.

Throughout the sampled pocket, nickel has three minority channels and no majority channel. The nearest majority channel found is 4.7 nm$^{-1}$ from $K$, ten pocket radii away. By this projected-band measure, the overlap is 100% for minority and 0% for majority spin.

## Why thickness matters

Outside the pocket the wave decays. Setting $\theta=\pi+i\kappa$ gives $\cos\theta=-\cosh\kappa$, so

$$\cosh\kappa=\frac{\gamma_0^2|f|^2/\varepsilon-\varepsilon}{2\gamma_1},\qquad T\propto e^{-2\kappa n}$$

for $n$ layers once $\kappa n\gg1$. At 0.8 nm$^{-1}$ from $K$, $\kappa=1.897$. Going from four to six layers should multiply $T$ by $e^{-4\kappa}=5.07\times10^{-4}$, and the calculated finite stacks give the same factor.

This minimal graphite flatters the filter, because it has no direct β-β path and its β atoms do not couple to nickel. An extended model adds a skew β-β hop $\gamma_3f$ with $\gamma_3=0.3$ eV. It also adds coupling from β atoms at hollow sites to nickel s orbitals, with strength 0.3 eV times $f$ or $f^*$. In both models, the α atom above or below a nickel atom couples with 0.5 eV to its s orbital and to the d orbital pointing along the normal.

The new decay can be estimated far from $K$, where $\gamma_0|f|$ is much larger than $\varepsilon$ and the interlayer hops. Keep only the larger amplitude, from the preceding layer. The α and β equations become, in magnitude,

$$|\beta_n|\simeq\frac{\gamma_1}{\gamma_0|f|}|\alpha_{n-1}|,\qquad
|\alpha_n|\simeq\frac{\gamma_3}{\gamma_0}|\beta_{n-1}| .$$

Two layers multiply the amplitude by $\gamma_1\gamma_3/(\gamma_0^2|f|)$. Transmission is the amplitude squared, so this is also its factor for one layer:

$$\frac{T_{n+1}}{T_n}\approx\frac{\gamma_1\gamma_3}{\gamma_0^2|f|}=\frac{1}{75|f|}.$$

Majority channels occupy the region from $|f|$ of about 1 to $|f|=3$ at the zone centre, so each layer should cost a factor between about 75 and 225.

## Calculating the current

Let $g$ be the surface Green function of a nickel electrode and $C$ its coupling to carbon. Eliminating the electrode adds $\Sigma=C^\dagger gC$ to the carbon Hamiltonian $H$. At the Fermi energy, $\mathcal G=(-H-\Sigma_L-\Sigma_R)^{-1}$.

An incoming state $\phi_m$ of the isolated left electrode, including its reflection at the surface, produces $\psi_m=\mathcal GC_L^\dagger\phi_m$ in the carbon. It leaks to the right at the rate $\psi_m^\dagger\Gamma_R\psi_m/\hbar$, where $\Gamma=i(\Sigma-\Sigma^\dagger)$. Per unit energy, the electrode states satisfy

$$\sum_m\phi_m\phi_m^\dagger\,\delta(E-E_m)=\frac{i(g_L-g_L^\dagger)}{2\pi}.$$

The total rate per unit energy is therefore $\mathrm{Tr}(\Gamma_R\mathcal G\Gamma_L\mathcal G^\dagger)/(2\pi\hbar)$. Equating it to $T/h$ gives

$$T=\mathrm{Tr}(\Gamma_R\mathcal G\Gamma_L\mathcal G^\dagger).$$

With only two electrodes, flux conservation makes the total transmission from right to left equal to that from left to right. Exchanging $L$ and $R$, as the program does, therefore changes nothing.

## How strong the filter is

Define $P=(\bar T_\downarrow-\bar T_\uparrow)/(\bar T_\downarrow+\bar T_\uparrow)$, with ↓ for minority and ↑ for majority. The extended model gives:

| Layers | $\bar T_\downarrow$ | $\bar T_\uparrow$ | $P$ |
|---|---|---|---|
| 1 | $2.2\times10^{-2}$ | $9.3\times10^{-3}$ | 41% |
| 2 | $1.6\times10^{-3}$ | $7.2\times10^{-5}$ | 92% |
| 3 | $3.5\times10^{-4}$ | $4.8\times10^{-7}$ | 99.7% |
| 4 | $3.2\times10^{-4}$ | $3.6\times10^{-9}$ | 99.998% |

The minority values are sensitive to the integration grid and are uncertain by up to about 15%. A denser grid gives $2.4\times10^{-2}$, $1.9\times10^{-3}$, $3.6\times10^{-4}$ and $3.5\times10^{-4}$, with $P$ near 44% for one layer and 93% for two; the majority values change by about 1% or less. A single layer is in any case a poor filter, even though the projected bands overlap for one spin alone. The pocket's size shows why. The two pockets fill the fraction

$$\frac{2\pi q_p^2}{8\pi^2/(\sqrt3a^2)}\approx1.8\times10^{-3}$$

of the zone. Minimal graphite has one forward wave per pocket point, so pocket transport in a thick stack cannot exceed this value. A single layer has two carbon orbitals per cell, so $tt^\dagger$ has at most two non-zero eigenvalues and the pocket can contribute at most $3.7\times10^{-3}$. The single-layer minority transmission is several times larger, so most of it is tunnelling outside the pocket, where both spins can take part.

From one to five layers, majority transmission falls by factors of about 130 to 150 per layer, inside the estimated range. From five to six the factor is about 100, which is also inside that range. Minority transmission levels off at $3$ to $4\times10^{-4}$ from three to six layers. At four layers, a coarser integration grid changes it by 14%, so small differences between thicknesses should not be interpreted.

In the minimal model, $P$ is already 99.7% for one layer. A single layer has no skew hop between carbon layers, so the contrast with the extended model comes entirely from the coupling of β atoms to nickel. The thin-film result thus depends strongly on the interface. At four layers $\bar T_\downarrow$ is $3.1\times10^{-4}$ in the minimal model, close to the extended value.

To check the cause, nickel's wave vector was displaced while a minimal four-layer stack was held fixed at 0.2 nm$^{-1}$ from $K$. Without displacement the majority transmission is $6\times10^{-14}$. It should be zero; the remainder comes from the $10^{-7}$ eV imaginary energy used in the electrodes. A displacement of 8 nm$^{-1}$ towards the zone centre gives nickel a majority channel, and transmission rises to 0.98. Graphite itself does not reject majority spin. It rejects electrons with the wrong $\mathbf k$.

With antiparallel electrodes, each electron is minority on one side and majority on the other, so the pocket is blocked for both spins. For four layers, the summed transmission falls from $3.2\times10^{-4}$ to the order of $10^{-8}$, and $(G_P-G_{AP})/G_P$ exceeds 99.99%. The cell area is $(\sqrt3/2)a^2=5.37\times10^{-8}$ μm$^2$, so the parallel resistance-area product is

$$RA=\frac{h}{e^2}\frac{5.37\times10^{-8}\ \mu\text{m}^2}{3.19\times10^{-4}}
\approx4\ \Omega\,\mu\text{m}^2 .$$

## What real stacks change

The model has a moment of 0.87 Bohr magnetons and 9.82 electrons per atom. Real nickel has roughly 0.6 and has ten valence electrons, so the model's moment is too large and its bands hold slightly too few electrons. Nickel p orbitals are absent, and all carbon layers share one level. In a real stack the first layer binds strongly to nickel, while charge transfer fades with distance. If $\varepsilon$ were 0.02 eV, the pocket area, proportional to $\varepsilon(\varepsilon+2\gamma_1)$, would fall to $0.0164/0.09=18\%$. At unchanged mean transmission within the pocket, $RA$ would rise more than fivefold. Reported nickel-graphene junctions fall far short of the ideal magnetoresistance found here.

**Spin-orbit coupling** probably limits an otherwise clean stack first. With a rough nickel spin-orbit energy of 0.1 eV and the model's 0.7 eV exchange splitting, a crude scale for the mixing is $(0.1/0.7)^2\approx2\%$. The electron's spin of one half and the orbital matrix elements can lower it about tenfold, to some 0.2%. Neither figure is a calculated leakage, but both are far above the ideal four-layer value $1-P\approx2\times10^{-5}$. The later nines in $P$ should not enter a device specification.

**Band position** is the weak point of the minority channel. Its band at $K$ starts only 0.10 eV below the Fermi energy, about $4k_BT$ at 300 K. A shift of that size removes the minority channel at $K$ itself, but most of the pocket stays open: raising the minority d level by 0.11 eV lowers the four-layer minority transmission about fourfold. Raising it by 0.15 eV closes the whole pocket, lowers the transmission about a hundredfold and leaves a poor conductor for both spins. The majority gap has more room, 0.53 eV on its nearer side, but only because the model's exchange splitting is 0.7 eV. Photoemission on nickel gives about 0.3 eV. With that splitting and the same minority level, the model's majority band at $K$ would end only 0.13 eV below the Fermi energy, and the nearest majority channel would lie about 2 nm$^{-1}$ from $K$. The margins given below for temperature, rotation and disorder therefore belong to the model and may be much smaller in real nickel.

**Temperature** widens the graphite pocket to 0.70 nm$^{-1}$ at $4k_BT$ above the Fermi energy. The nearest majority channels move only slightly over this energy and remain more than 4 nm$^{-1}$ from $K$, so thermal widening alone does not bring in majority channels. Phonon scattering is not included.

**Mismatch and rotation** displace the two $K$ points. Unstrained lattices, with 0.246 nm for graphite, differ by 0.205 nm$^{-1}$. With the minimal pocket the available margin is $4.7-0.46\approx4.2$ nm$^{-1}$. The skew hop warps the pocket, at nearly unchanged area, out to about 0.6 nm$^{-1}$ towards the zone centre, which leaves about 4.1 nm$^{-1}$. Rotation by $\phi$ displaces $K$ by $2K\sin(\phi/2)$, which equals these margins at about 14.5° and 14°. The margin is smallest towards the zone centre, whereas rotation moves $K$ sideways, so direct matching to majority channels starts no earlier than about 14°. With a 0.3 eV exchange splitting it would start near 6°. A rotated interface can also exchange reciprocal-lattice vectors and leak at smaller angles.

**Disorder** matters through the wave-vector change it supplies. Supplying 4.2 nm$^{-1}$ takes a variation with a period of about $2\pi/4.2\approx1.5$ nm. Vacancies, steps and intermixed atoms contain such components, and so can a short-period ripple or moiré pattern. Smooth variations over many nanometres are less harmful to the filtering.

For aligned, clean interfaces with nickel's bands placed as here, three or four layers are a reasonable starting point: two still leak several per cent, and beyond four the model gains nothing that spin-orbit mixing would leave visible. Effort is then better spent on alignment and atomically clean interfaces than on more graphite. If a thicker film fails to improve the polarization, scattering, rotation and spin mixing are the first things to examine. The complete values are in the numerical output below.

## Computed values

```
Lattice constants, common and graphite: 0.249, 0.246 nm
Nickel s level, ss, sd hops: -0.5, -0.8, -0.3 eV
Nickel dd sigma, pi, delta hops: -0.5, 0.25, 0.0 eV
d level minority, majority: -1.1, -1.8 eV
Graphite gamma0, gamma1, gamma3: 3.0, 0.4, 0.3 eV
Carbon level: -0.1 eV
Ni-C coupling top, hollow: 0.5, 0.3 eV
Electrons minority, majority: 4.47, 5.34 per atom
Total electrons: 9.82 per atom
Spin moment: 0.87 Bohr magnetons per atom
Distance Gamma-K: 16.82 1/nm
Unmixed s band at K: 1.90 eV
Exact d state at K above d level: 1.00 eV
Minority band at K: -0.100 to 0.166 eV
Majority gap at K: -0.530 to 2.054 eV
Graphite velocity times hbar: 0.647 eV nm
Pocket radius, formula: 0.464 1/nm
Pocket radius, bulk bands: 0.456 1/nm
Pocket fraction with min channels: 1.000
Mean min channels in pocket: 3.00
Pocket fraction with maj channels: 0.000
Mean maj channels in pocket: 0.00
Nearest majority channel from K: 4.7 1/nm
Decay constant at 0.8 1/nm from K: 1.897 per layer
T ratio, 6 to 4 layers: 5.072e-04; formula 5.072e-04
Control majority T, no shift: 5.9e-14
Control majority T, shift 8 1/nm: 9.761e-01
Extended, 1 layers: T min 2.221e-02, maj 9.300e-03, P 40.9607 %
Extended, 2 layers: T min 1.640e-03, maj 7.249e-05, P 91.5345 %
Extended, 3 layers: T min 3.511e-04, maj 4.808e-07, P 99.7265 %
Extended, 4 layers: T min 3.194e-04, maj 3.575e-09, P 99.9978 %
Extended, 5 layers: T min 2.973e-04, maj 2.529e-11, P 100.0000 %
Extended, 6 layers: T min 4.170e-04, maj 2.562e-13, P 100.0000 %
Minimal, 1 layers: T min 5.287e-04, maj 7.296e-07, P 99.7244 %
Minimal, 2 layers: T min 1.947e-04, maj 2.287e-12, P 100.0000 %
Minimal, 4 layers: T min 3.108e-04, maj 5.984e-16, P 100.0000 %
Grid change of minority T, 4 layers: 14.24 %
Parallel T, 4 layers, both spins: 3.194e-04
Antiparallel T, 4 layers, both spins: 1.337e-08
(G_P - G_AP)/G_P, 4 layers: 99.9958 %
Parallel resistance-area, 4 layers: 4.339 ohm um^2
K mismatch of unstrained lattices: 0.205 1/nm
Rotation bringing pocket to majority edge: 14.5 degrees
Thermal energy at 300 K: 25.9 meV
Pocket radius at 4 kT above Fermi energy: 0.698 1/nm
Spin-orbit energy, rough: 0.1 eV
Spin-mixing scale (spin-orbit/exchange)^2: 0.020
```
